# Friction and the hop rate of an adatom over a parabolic saddle

## 1. A saddle without friction

An adatom of mass $m$ moves along a path $q$ from one surface site to the next. The saddle is at $q=0$, the initial well on the negative side. Near the saddle, with energy measured from the bottom of the well,

$$V(q)=E_b-\tfrac12 m w^2q^2 .$$

The angular frequency $w$ describes the curvature of the barrier; nothing oscillates there. Without friction, $\ddot q=w^2q$. An atom that is at $q=0$ with velocity $v_0$ follows

$$q(t)=\frac{v_0}{w}\sinh wt ,$$

which keeps the sign of $v_0$ for all $t>0$. Every atom crossing with $v_0>0$ goes on to the new site, so the escape rate is the one-way flux at the saddle, divided by the population of the well.

Let the well be in thermal equilibrium and write $\theta=kT/m$. The phase-space density is proportional to $e^{-V/kT}e^{-v^2/2\theta}$. Two velocity integrals are needed:

$$\int_0^\infty v\,e^{-v^2/2\theta}dv=\theta,\qquad \int_{-\infty}^{\infty}e^{-v^2/2\theta}dv=\sqrt{2\pi\theta}.$$

Their ratio is $\sqrt{\theta/2\pi}$, and therefore

$$k_{\rm TST}=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E_b/kT}}{\int_{\rm well}e^{-V/kT}dq}.$$

For a harmonic well, $V=\tfrac12mw_0^2x^2$ with $x$ measured from its bottom, the integral is $\sqrt{2\pi kT/(mw_0^2)}$, so

$$k_{\rm TST}=\frac{w_0}{2\pi}\,e^{-E_b/kT}.$$

This is the transition-state rate over one saddle. It rests on two assumptions: no atom recrosses, and the well stays in equilibrium. Friction spoils the first. The second needs friction, since without a bath nothing refills the energetic states that escape empties. Both points return below.

Harmonic motion transverse to the path changes only the prefactor. Each harmonic transverse mode contributes an integral inversely proportional to its frequency, so $k_{\rm TST}$ gains a factor (frequency in the well)/(frequency at the saddle). If the friction is equal in all directions, rotating the axes to the normal modes of the saddle leaves both friction and noise unchanged. The unstable mode then obeys the one-dimensional equation used here.

## 2. Adding friction and noise

The substrate takes energy from the adatom and returns it as random kicks. The Langevin equation is

$$m\ddot q=-V'(q)-mg\dot q+R(t),\qquad \langle R(t)R(t')\rangle=2mg\,kT\,\delta(t-t').$$

Here $g$ is the friction rate, and the noise strength is the one that keeps the atom at temperature $T$. Near the saddle,

$$\dot q=v,\qquad \dot v=w^2q-gv+R/m .$$

I look for a combination $u=v+cq$ that evolves by itself. Its derivative is

$$\dot u=(c-g)v+w^2q+R/m .$$

This equals $\lambda u+R/m$ if $\lambda=c-g$ and $\lambda c=w^2$. Hence $c=\lambda+g$ and

$$\lambda(\lambda+g)=w^2,\qquad \lambda=\sqrt{\frac{g^2}{4}+w^2}-\frac g2 ,$$

where I have taken the positive root. The other root is $-(\lambda+g)$; it belongs to the combination $z=v-\lambda q$, whose decay keeps it at a bounded typical size in spite of the noise. Since $u-z=(2\lambda+g)q$, the sign of $q$ at late times is the sign of the growing quantity $u$.

Integrating the equation for $u$ gives

$$e^{-\lambda t}u(t)=u(0)+\int_0^t e^{-\lambda t'}\frac{R(t')}{m}dt' .$$

As $t\to\infty$ the integral becomes a Gaussian random number of mean zero and variance

$$s^2=\frac{2g\,kT}{m}\int_0^\infty e^{-2\lambda t}dt=\frac{g\,kT}{m\lambda}=\frac{g\theta}{\lambda}.$$

The atom ends on the product side if $u(0)$ plus this number is positive. With $\Phi$ the cumulative distribution of a unit Gaussian,

$$P_B(q,v)=\Phi\!\left(\frac{v+(\lambda+g)q}{s}\right).$$

Limit check: for $g\to0$, $s\to0$, and at $q=0$ this becomes a step function of $v$. That is the frictionless result of section 1. With friction, an atom moving forward at the top may still return, and one moving backward may still cross.

## 3. From fates to a rate

Imagine a steady state in which atoms are supplied to the initial well and removed beyond the saddle. Its density is the equilibrium density $\rho_{\rm eq}$ times the probability $h(q,v)$ that an atom found at $(q,v)$ came from the initial well. In equilibrium, a path and its time reverse are equally probable once velocities are reversed. The past of $(q,v)$ therefore has the statistics of the future of $(q,-v)$:

$$h(q,v)=1-P_B(q,-v)=\Phi\!\left(\frac{v-(\lambda+g)q}{s}\right),$$

using $1-\Phi(x)=\Phi(-x)$. This can be verified directly. The steady density must satisfy the Klein–Kramers equation,

$$0=-v\,\partial_q\rho-w^2q\,\partial_v\rho+g\,\partial_v\!\left(v\rho+\theta\,\partial_v\rho\right).$$

Insert $\rho=\rho_{\rm eq}h$ with $\rho_{\rm eq}=C e^{-(v^2-w^2q^2)/2\theta}$. The first two terms acting on $\rho_{\rm eq}$ cancel each other. In the last bracket $v\rho+\theta\partial_v\rho=\theta\rho_{\rm eq}\partial_vh$. After division by $\rho_{\rm eq}$,

$$0=-v\,\partial_qh-(w^2q+gv)\,\partial_vh+g\theta\,\partial_v^2h .$$

Set $y=v-(\lambda+g)q$. Then $\partial_qh=-(\lambda+g)\partial_vh$, and the Gaussian derivative gives $\partial_v^2h=-(y/s^2)\partial_vh$. Since $g\theta/s^2=\lambda$, the right side is

$$\partial_vh\,\big[(\lambda+g)v-w^2q-gv-\lambda v+\lambda(\lambda+g)q\big]=0 .$$

The terms in $v$ cancel, and those in $q$ cancel because $\lambda(\lambda+g)=w^2$. Moreover $h\to1$ deep on the well side and $h\to0$ far on the product side, as the source and sink require.

Integrating the Klein–Kramers equation over $v$ shows that the flux $J=\int v\rho\,dv$ does not depend on $q$. I evaluate it at $q=0$, where $\rho_{\rm eq}=Ce^{-v^2/2\theta}$. Using $v\rho_{\rm eq}=-\theta\,\partial_v\rho_{\rm eq}$ and integrating by parts,

$$J=\theta C\int_{-\infty}^{\infty}e^{-v^2/2\theta}\,\frac{e^{-v^2/2s^2}}{s\sqrt{2\pi}}\,dv
=\frac{\theta C}{s}\left(\frac1\theta+\frac1{s^2}\right)^{-1/2}
=\frac{\theta C}{\sqrt{1+s^2/\theta}} .$$

The transition-state flux is $C\int_0^\infty v\,e^{-v^2/2\theta}dv=\theta C$. The ratio of the two, with $s^2/\theta=g/\lambda$, is

$$\kappa=\left(1+\frac g\lambda\right)^{-1/2}=\sqrt{\frac{\lambda}{\lambda+g}} .$$

Finally $\lambda+g=w^2/\lambda$, so

$$\boxed{\;k=\kappa\,k_{\rm TST},\qquad \kappa=\frac\lambda w=\frac{\sqrt{g^2/4+w^2}-g/2}{w}\;}$$

The factor is the growth rate at the saddle relative to its frictionless value. The derivation needs $E_b\gg kT$: $h$ must have settled to 1 on the well side before the potential departs from its parabola.

## 4. Two limits, one of which fails

Let $r=g/w$, so that $\kappa=\sqrt{1+r^2/4}-r/2$.

**Strong friction.** Multiplying and dividing by the conjugate gives $\kappa=1/(\sqrt{1+r^2/4}+r/2)$, which tends to $1/r=w/g$. The predicted rate is $(w_0w/2\pi g)\,e^{-E_b/kT}$.

An independent route confirms this. When velocities relax quickly, the density $n(q)$ in position carries the flux

$$J=-\frac{kT}{mg}\,e^{-V/kT}\frac{d}{dq}\!\left(n\,e^{V/kT}\right).$$

Multiply by $e^{V/kT}$ and integrate from the well to the sink. On the well side $n\,e^{V/kT}=N/\int_{\rm well}e^{-V/kT}dq$, with $N$ the population; at the sink it is zero. Hence

$$k=\frac JN=\frac{kT}{mg}\left[\int_{\rm well}e^{-V/kT}dq\int_{\rm saddle}e^{V/kT}dq\right]^{-1}.$$

The integrals are $\sqrt{2\pi kT/(mw_0^2)}$ and $e^{E_b/kT}\sqrt{2\pi kT/(mw^2)}$. Their product gives $k=(w_0w/2\pi g)e^{-E_b/kT}$, as required.

**Weak friction.** Expansion gives $\kappa\approx1-g/(2w)$, which tends to 1. As a statement about recrossing at the saddle this is right. As a statement about the escape rate it fails, because the bath no longer keeps the well in equilibrium.

To find where this happens, take a cosine potential of period $a$ along the path,

$$V(x)=\frac{E_b}{2}\left(1-\cos\frac{2\pi x}{a}\right),\qquad w=w_0=\frac{2\pi}{a}\sqrt{\frac{E_b}{2m}} .$$

The frequency follows from $|V''|=(E_b/2)(2\pi/a)^2=mw^2$ at the top and at the bottom. An atom with energy $E_b$ loses energy at the rate $mgv^2$, so to leading order in $g$ one crossing of the well costs

$$\Delta E=g\int_{-a/2}^{a/2}mv\,dx=g\sqrt{2mE_b}\int_{-a/2}^{a/2}\cos\frac{\pi x}{a}\,dx=g\sqrt{2mE_b}\,\frac{2a}{\pi},$$

where $E_b-V=E_b\cos^2(\pi x/a)$ was used. Inserting $w$,

$$\frac{\Delta E}{kT}=4\,\frac gw\,\frac{E_b}{kT}.$$

The formula for $\kappa$ needs this number to be well above 1. The boxed result is thus a statement for moderate to strong friction, and a high barrier helps to satisfy the condition.

## 5. Friction that remembers

Substrate atoms respond in a finite time. Replace $-gv$ by $-\int_0^tK(t-t')v(t')dt'$, with noise $\langle R(t)R(t')\rangle=m\,kT\,K(|t-t'|)$ to preserve equilibrium. For a start at $q=0$, a Laplace transform gives

$$\hat q(z)\left[z^2+z\hat K(z)-w^2\right]=v_0+\hat R(z)/m .$$

Growth comes from the positive zero $\lambda$ of the bracket, $\lambda^2+\lambda\hat K(\lambda)=w^2$, and its amplitude is proportional to $v_0+\hat R(\lambda)/m$. The random part has variance

$$s^2=\theta\int_0^\infty\!\!\int_0^\infty e^{-\lambda(t+t')}K(|t-t'|)\,dt\,dt'
=2\theta\int_0^\infty K(\tau)e^{-\lambda\tau}d\tau\int_0^\infty e^{-2\lambda t'}dt'=\frac{\theta\hat K(\lambda)}{\lambda}.$$

The flux integral of section 3 is unchanged, so

$$\kappa=\left(1+\frac{\hat K(\lambda)}{\lambda}\right)^{-1/2}=\frac{\lambda}{\sqrt{\lambda^2+\lambda\hat K(\lambda)}}=\frac\lambda w .$$

For $K(t)=(g/\tau_m)e^{-t/\tau_m}$, $\hat K(\lambda)=g/(1+\lambda\tau_m)$. The limit $\tau_m\to0$ restores the earlier result. At fixed $g$, a longer memory weakens the friction felt during the crossing and raises $\kappa$. It also reduces the energy lost in the well, so the condition found in section 4 becomes harder to meet, and the escape rate need not rise with $\kappa$.

## 6. A silicon adatom on Si(001)

Consider a silicon adatom moving along a dimer row at 800 K. The rough inputs are $E_b=0.60$ eV, $a=0.384$ nm and $g=5$ ps$^{-1}$; the cosine shape is a model. With $kT=0.0689$ eV, $E_b/kT=8.70$. The mass 28.09 u gives $w=16.6$ ps$^{-1}$ and $g/w=0.301$. Then

$$\kappa=\sqrt{1+0.301^2/4}-0.301/2=1.0113-0.1505=0.861 .$$

The transition-state rate over one saddle is

$$k_{\rm TST}=\frac{1.661\times10^{13}\ {\rm s^{-1}}}{2\pi}\,e^{-8.703}=4.39\times10^{8}\ {\rm s^{-1}},$$

and friction lowers it to $k=3.78\times10^8$ s$^{-1}$. With two exits, the total hop rate is $7.56\times10^8$ s$^{-1}$. For independent single hops $\langle x^2\rangle=2k\,a^2t=2Dt$, so

$$D=a^2k=(3.84\times10^{-8}\ {\rm cm})^2\times3.78\times10^8\ {\rm s^{-1}}=5.6\times10^{-7}\ {\rm cm^2/s}.$$

At this temperature the same reduction would follow from raising the barrier by $-kT\ln\kappa=10$ meV.

The recrossings take a short time. In the parabolic model, start atoms at the saddle with thermal velocities and weight each by its velocity, negative ones included. The net flux found on the product side, relative to the transition-state flux, is 0.968 after 0.02 ps, 0.886 after 0.10 ps and 0.861 after 0.30 ps. The last value has reached $\kappa$. The growth time $1/\lambda$, with $\lambda=14.3$ ps$^{-1}$, is 0.07 ps.

## 7. Testing the whole potential

The Klein–Kramers equation can be solved numerically in the full cosine potential, without the parabola. Hop rates are read from its slowest decay rates. If jumps over $n$ sites, both directions together, occur at rate $\Gamma_n$, a site population varying as $e^{ipj}$ with site number $j$ decays at the rate

$$\gamma(p)=\sum_n\Gamma_n(1-\cos np).$$

Its average over $p$ is the total escape rate $\sum_n\Gamma_n$. Dividing by twice the one-way flux of section 1, with the well integral done for the cosine, gives a numerical $\kappa$.

For the example this is 0.836, or 2.9 % below the formula. Enlarging the numerical basis changes it by less than 0.001 %. Much of the difference is a matter of counting: 2.4 % of the jumps are longer than one site. Such a jump passes at least two saddles but counts as one escape. Counted by saddles passed, the factor is at least $0.836\times1.024=0.856$. I have not separated the causes of the remainder.

For higher friction the finite barrier can be examined more cleanly. The table gives the numerical $\kappa$ relative to the formula, minus one.

| $g/w$ | $E_b/kT=8$ | $E_b/kT=16$ |
|---|---|---|
| 1 | −0.65 % | −0.33 % |
| 3 | −2.5 % | −1.2 % |

Doubling the barrier at fixed $g/w$ roughly halves the error. This is the expected order: the thermal region at the top has $q^2\sim a^2kT/E_b$, so the quartic term of the cosine, of size $E_bq^4/a^4$, is a fraction $kT/E_b$ of $kT$.

The weak-friction failure is much larger. In the example $\Delta E/kT=10.5$, comfortably above 1. Lowering $g$ to 0.8 ps$^{-1}$, with all else fixed, gives $\Delta E/kT=1.7$. The formula then predicts 0.976, while the full solution gives 0.52. The formula has the wrong trend here: reducing the friction has lowered the escape rate.

The diffusion coefficient shows a partial cancellation. The cosine well makes the transition-state flux 3.3 % smaller than its harmonic value, and the numerical $\kappa$ is 2.9 % smaller than the formula. Long jumps, however, enter $D=\tfrac12a^2\sum_n n^2\Gamma_n$ with weight $n^2$. The full solution gives $D=5.63\times10^{-7}$ cm$^2$/s, 1 % above the simple estimate. That closeness belongs to these parameters and is not a measure of the formula's general accuracy.

## 8. How far the model reaches the real surface

The barrier and temperature are in the range relevant to silicon epitaxy, but the friction rate is the least certain input. With the other parameters fixed, $g=10$, 20 and 50 ps$^{-1}$ give $\kappa=0.74$, 0.57 and 0.30. The real surface also breaks the assumption of instantaneous friction, because its atoms have the same mass as the adatom and move on a similar time scale. A memory time of 0.02 ps, the inverse of a rough substrate angular frequency of 50 ps$^{-1}$, raises the saddle factor $\kappa$ from 0.861 to 0.891; 0.10 ps raises it to 0.943. The escape rate need not follow, because memory also reduces the energy lost in the well. Simulated trajectories in the whole cosine potential (not listed below) give a factor of about 0.86 for 0.02 ps and 0.84 for 0.10 ps, against 0.84 without memory. The short memory thus raises the escape rate nearly as the saddle formula says, while for the longer one the gain at the saddle is almost cancelled. An error in the barrier can matter as much as the uncertain friction, and more than these memory times: 0.05 eV changes the rate by a factor $e^{0.05/0.0689}\approx2.1$. The real path need not be a cosine with equal frequencies at well and saddle, so the rates above are model values and not predictions for a measurement.

Quantum effects are small here. Let $b=\hbar w/kT=0.159$. For a parabolic barrier the transmission at energy $\epsilon kT$ above the top (negative $\epsilon$ means below it) is $1/(1+e^{-2\pi\epsilon/b})$, and its thermal average multiplies the classical flux by $(b/2)/\sin(b/2)$. The harmonic well has the classical partition function $1/b$ and the quantum one $1/[2\sinh(b/2)]$; their ratio multiplies the rate by $\sinh(b/2)/(b/2)$. Together they give

$$\frac{\sinh(b/2)}{\sin(b/2)}\approx1+\frac{b^2}{12}=1.002 .$$

This estimate leaves out friction and the transverse modes. A transverse mode that softens from 90 ps$^{-1}$ in the well to 70 ps$^{-1}$ at the saddle, for example, would add about 1 %. Both corrections are far below the 14 % reduction due to recrossing. The numerical output below lists the main values at higher precision.

## Computed values

```
barrier 0.60 eV, hop length 0.384 nm, T 800 K
adatom mass 28.0855 u, friction rate g 5.0 ps^-1
thermal energy kT: 0.06894 eV
barrier / kT: 8.703
barrier angular frequency w: 16.611 ps^-1
g / w: 0.3010
growth rate lambda: 14.298 ps^-1
kappa from formula: 0.8608
reactive flux factor at 0.02 ps: 0.9679
reactive flux factor at 0.05 ps: 0.9277
reactive flux factor at 0.10 ps: 0.8864
reactive flux factor at 0.30 ps: 0.8609
harmonic TST rate, one direction: 4.3892e+08 s^-1
corrected rate, one direction: 3.7780e+08 s^-1
corrected rate, both directions: 7.5561e+08 s^-1
diffusion coefficient a^2 kappa k_TST: 5.5710e-07 cm^2/s
equivalent barrier increase: 10.34 meV
kappa for g = 10 ps^-1: 0.7433
kappa for g = 20 ps^-1: 0.5652
kappa for g = 50 ps^-1: 0.3019
-- sizes of neglected effects --
exact classical TST flux / harmonic TST: 0.9671
energy lost per well crossing / kT: 10.48
kappa from full Klein-Kramers solution: 0.8360
full solution / formula - 1: -2.88 %
basis shift of full solution: -0.00000 %
share of jumps longer than one site: 2.40 %
diffusion coefficient, full solution: 5.6263e-07 cm^2/s
kappa with friction memory 0.02 ps: 0.8906
kappa with friction memory 0.10 ps: 0.9431
hbar w / kT: 0.1586
quantum factor on rate (no friction): 1.00210
-- weak friction, g = 0.8 ps^-1 --
energy lost per well crossing / kT: 1.68
kappa from formula: 0.9762
kappa from full solution: 0.5218
basis shift: -0.0882 %
-- error of formula against full solution, cosine potential --
g/w = 1, barrier/kT = 8: full/formula - 1 = -0.65 %
g/w = 1, barrier/kT = 16: full/formula - 1 = -0.33 %
g/w = 3, barrier/kT = 8: full/formula - 1 = -2.48 %
g/w = 3, barrier/kT = 16: full/formula - 1 = -1.16 %
```
